Why gamma-gamma correlations hide the sign of V_zz

Twenty nanoseconds after a nucleus of spin 5/2 enters an excited state in a certain crystal, the normalized probability of finding its next gamma ray at a chosen direction is 0.986 if the state was announced by a gamma ray. Reversing the sign of the electric field gradient leaves this number unchanged. If the state was announced by a beta electron in the same direction, the probability is 1.096 for a positive gradient and 0.904 for a negative one.

The belief at issue is that a good enough gamma-gamma spectrum must contain the sign of V_zz. The reasons are respectable. The quadrupole energies are proportional to V_zz, reversing it turns the level scheme upside down, and the spectrum responds to these very levels. A single crystal even fixes the axes. What decides the matter, however, is which kinds of nuclear orientation the two detectors can see.

**The interaction and its sign**

Let V_ij be the second derivatives of the electrostatic potential at the nucleus, in principal axes with V_xx + V_yy + V_zz = 0 and η = (V_xx − V_yy)/V_zz. The quadrupole energy is (1/6)Σ V_ij Q_ij, where Q_ij is the integral of charge density times 3x_i x_j − r²δ_ij. Within one spin multiplet this traceless symmetric tensor is proportional to the one built from I:

Q_ij = eQ/[I(2I−1)] · [(3/2)(I_i I_j + I_j I_i) − δ_ij I(I+1)], e > 0.

The factor makes Q_zz equal eQ in the state m = I, because 3I² − I(I+1) = I(2I−1). Inserting V_xx = −(1−η)V_zz/2 and V_yy = −(1+η)V_zz/2 gives

H_Q = ħω_Q[3I_z² − I(I+1) + η(I_x² − I_y²)],
ω_Q = eQV_zz/[4I(2I−1)ħ].

As a sign check, put charges e/2 at ±a on the z axis. Then Q = 2a², and the energy in the potential V_zz z²/2 is eV_zz a²/2 = eQV_zz/4, which is H_Q for m = I.

**What the detectors see**

The normalized correlation is

W(t) = Tr[ε U ρ U†], U = exp(−iHt/ħ).

Here ρ is the nuclear state left by the first radiation and ε describes detection of the second. The parent is assumed unoriented and H static.

Electromagnetic decay conserves parity, and I is unchanged by inversion. If polarization is not recorded, ε(k) must therefore equal ε(−k), where k is the unit vector of the gamma direction. A term of tensor rank r in I is contracted with r factors of k, so only even r occur. The same holds for ρ after a first gamma.

Both gamma rays in the example are pure dipoles, in the cascade 3/2 → 5/2 → 3/2. With k as quantization axis a photon carries λ = ±1. The squared coupling coefficient for I, M → I−1, M−λ is (I+λM)(I+λM−1)/[2I(2I−1)]. Adding both λ gives [I(I−1) + M²]/[I(2I−1)], whose mean over M is 2/3. Dividing by this mean,

ε(k) = 1 + A(k)/[2I(2I−1)], A(k) = 3(k·I)² − I(I+1).

The coefficients for feeding I from I−1 are the same up to a common factor and λ → −λ, so ρ = ε(k₁)/(2I+1) after the first gamma.

**The refutation by time reversal**

Let Θ be the antiunitary time-reversal operator, with ΘIΘ⁻¹ = −I. A Hermitian operator of rank r, built from r factors of I with real coefficients, acquires (−1)^r. Allow also a static magnetic field B, whose coupling H_B is linear in I. Then ΘHΘ⁻¹ = H_Q − H_B. Since Θ also reverses i,

ΘU(V,B)Θ⁻¹ = exp[+i(H_Q − H_B)t/ħ] = exp[−i(−H_Q + H_B)t/ħ] = U(−V,B).

Here −V means that V_zz is reversed at fixed axes and η. Let C_rs be the part of W that starts with rank r and is detected with rank s. It is real, being the trace of a product of two Hermitian operators. Using Tr(ΘXΘ⁻¹) = (Tr X)*,

C_rs(V,B) = (−1)^(r+s) C_rs(−V,B).

For two directional gammas r and s are both even, so the correlation is even in V_zz. Neither a single crystal, nor η ≠ 0, nor a fixed magnetic field changes this.

The sign requires an odd sum r + s. Parity violation by itself is not enough: if beta emission creates rank 1 and the difference between the two photon helicities detects rank 1, that part is again even.

**The gamma-gamma number**

Take I = 5/2, η = 0, Q = 0.5 b = 5×10⁻²⁹ m² and V_zz = ±5×10²¹ V/m² as model parameters. For the positive sign eQV_zz/h = 60.45 MHz, and 4I(2I−1) = 40, so

ω_Q = 2π × 60.45×10⁶/40 = 9.495×10⁶ rad/s.

Define x = 6ω_Q t. At 20 ns, x = 1.1395.

Let the gradient axis n be z, the first gamma direction y, and k = (sin θ, 0, cos θ) with θ = 45°. Expanding the squares, with I_y² and I_x² each written as ½[I(I+1) − I_z²] ∓ ¼(I₊² + I₋²),

A(y) = −½A_z − ¾(I₊² + I₋²),
A(k) = ¼A_z + (3/2)(I_z I_x + I_x I_z) + (3/8)(I₊² + I₋²),

where A_z = 3I_z² − I(I+1) has eigenvalues 10, −2, −8, each twice, so Tr A_z² = 336. U is diagonal in m, so only terms changing m by opposite amounts combine in the trace; the middle term of A(k) has no partner.

Write a_m² = I(I+1) − m(m+1), which is 5, 8, 9, 8, 5 for m = −5/2 to 3/2. The squared elements of I₊² are products of neighbours: 40, 72, 72, 40. The energy steps E_(m+2) − E_m = 12ħω_Q(m+1) give phases −3x, −x, x, 3x. Hence

Tr[U(I₊² + I₋²)U†(I₊² + I₋²)] = 2(144 cos x + 80 cos 3x).

With prefactor (1/6)(1/20)² = 1/2400,

W_γγ − 1 = [−336/8 − (9/32)(288 cos x + 160 cos 3x)]/2400
= −(42 + 126g)/2400, g = (9 cos x + 5 cos 3x)/14.

At 20 ns g = −0.0748, and W_γγ = 1 − 0.0175 + 0.0039 = 0.986. The opposite steps m → m+2 and −m−2 → −m have equal weights and opposite phases, so only cosines survive.

**What the beta electron adds**

Now let the same state be fed by a pure Gamow–Teller β⁻ decay from spin I+1 = 7/2. The allowed approximation is used: the leptons carry no orbital angular momentum, and the Coulomb field is assumed not to alter the electron's spin-direction relation.

The weak interaction selects the left-handed part of the electron field. For speed v along the unit vector p, the projector on positive energy is ½[1 + (v/c)α·p + (mc²/E)β]. Between left-handed projectors the β term vanishes, because it changes handedness, and α becomes −σ. The electron spin is therefore weighted by ½[1 − (v/c)σ·p]. The unobserved antineutrino, averaged over directions, contributes no preferred spin.

The lepton pair has total spin S = 1, within which σ acts as S. The pair is thus weighted by 1 − (v/c)S·p. An unoriented parent means that nucleus and pair are distributed evenly over the states of total spin J = I+1. There

I·S = ½[(I+1)(I+2) − I(I+1) − 2] = I.

By isotropy the mean of (I·p)(S·p) is one third of this, so ⟨I·p⟩ = −(v/c)I/3. The polarization P = ⟨I·p⟩/I is −v/(3c). The pair weight has rank at most 1, and the even distribution over J is rotationally invariant, so

ρ = [1 + 3P(p·I)/(I+1)]/(2I+1).

The coefficient follows from Tr(p·I)² = (2I+1)I(I+1)/3. For v/c = 0.9, P = −0.3.

This is rank 1, while the gamma detector sees ranks 0 and 2. The gradient must convert one into the other, and by the theorem the result is odd in V_zz. For η = 0, choose x so that k lies in the xz plane. The part of A(k) that can respond is 3 sin θ cos θ (I_z I_x + I_x I_z), because I_z is conserved and has no overlap with rank 2. The element of I₊ from m to m+1 evolves with phase 3ω_Q(2m+1)t, so with I_y = (I₊ − I₋)/(2i)

Tr[U I_y U†(I_z I_x + I_x I_z)]
= −½ Σ a_m²(2m+1) sin[3ω_Q(2m+1)t]
= −(16 sin x + 20 sin 2x).

The last line uses 8×2 = 16 and 5×4 = 20, with equal contributions from m and −m−1. For I_x in place of I_y the sines become cosines and these pairs cancel. The prefactor is (1/6)(3P/3.5)(1/20) = P/140. Since p_y sin θ cos θ = [p·(n×k)](n·k),

W_βγ = 1 − (3P/35)[p·(n×k)](n·k)(4 sin x + 5 sin 2x).

With p along y and θ = 45° the geometric factor is ½. At 20 ns and V_zz > 0, sin x = 0.9084 and sin 2x = 0.7596, so the sine sum is 7.432 and

W_βγ − 1 = (0.9/35)(½)(7.432) = +0.0956.

Negative V_zz reverses x and gives −0.0956. For η = 0 the signal vanishes when p lies in the plane of n and k, or when k is parallel or perpendicular to n. For η ≠ 0 it need not vanish when p lies in that plane or when k is perpendicular to n.

Time resolution is not essential. With mean life τ, averaging sin ωt over the decay gives ωτ/(1 + ω²τ²). For τ = 100 ns, 6ω_Qτ = 5.697 and the averaged sine sum is 1.117, leaving ±0.0144.

**Where the sign is lost, and another way to find it**

Reversing p or P has the same effect as reversing V_zz. The measurement gives the sign of QV_zz only if the detector geometry, the sign of P and the sign of the gamma anisotropy are known; the sign of Q is then needed for V_zz itself. At η = 1 the question changes form: V_xx = 0 and V_yy = −V_zz, so which sign is called V_zz is a choice of label. Reversing the gradient then only interchanges the y and z axes, and what remains to be found in a single crystal is which of these two axes carries the positive component.

Without a magnetic field a powder loses the signal, since an average over all orientations is then rotationally invariant and cannot connect rank 1 to rank 2. A field fixed in the laboratory breaks this invariance, and the argument no longer applies. A single crystal can lose it too. If equivalent axial sites point equally along three cubic axes, the sum of n_i n_j over sites is δ_ij, and the geometric factor becomes p·(k×k) = 0. In the example the sites along z, x and y contribute +0.0956, −0.0956 and 0 at 20 ns.

The assumption of an unoriented parent also matters. Suppose a spin-5/2 source sits in this same gradient in thermal equilibrium and emits a dipole gamma to spin 3/2. To leading order in ħω_Q/(k_BT), ⟨A_z⟩ = −(336/6)ħω_Q/(k_BT), so along n

W ≈ 1 − 2.8ħω_Q/(k_BT).

At 10 mK the full Boltzmann populations give 0.9799 for positive V_zz and 1.0205 for negative. At 300 K the leading term is 7×10⁻⁷. A cold source in a single crystal with aligned gradient axes can thus reveal the sign of QV_zz through gamma directions alone, because its initial populations already depend on it. In a powder, or with sites spread equally over three cubic axes, this dipole anisotropy averages to zero. The state must also live longer than its spin-lattice relaxation time to reach equilibrium, which a 100 ns state at 10 mK does not.

Numerical values quoted here were computed with a short program.
